# Coherent Channel Density: Lead-Injected Spectral Functions and Bound States

## 1. One site between two leads

Take an infinite chain with hopping $-t$ and site energy $2t$, and shift the energy of site 0 by $U_0$. Site 0 is the channel, the left half-chain is the source and the right half-chain is the drain. Far from site 0 the energy is $E=2t-2t\cos k$ and the velocity is $v=dE/dk=2t\sin k$, in sites per unit time with $\hbar=1$.

A wave of unit amplitude from the source is $e^{ikj}+re^{-ikj}$ for $j\le0$ and $ce^{ikj}$ for $j\ge0$, with $0<k<\pi$. The two forms agree at $j=0$, so $r=c-1$. The equation at site 0 reads

$$(-2t\cos k-U_0)c=-t\left[e^{-ik}+(c-1)e^{ik}+ce^{ik}\right]=2it\sin k-2tc\,e^{ik}.$$

Moving the last term to the left cancels the cosine:

$$c=\frac{2it\sin k}{2it\sin k-U_0},\qquad |c|^2=\frac{4t^2\sin^2k}{U_0^2+4t^2\sin^2k}.$$

By symmetry a drain wave gives the same density on site 0. If the leads have Fermi functions $f_S,f_D$, the injected occupation per spin is

$$n_0=\int_0^\pi\frac{dk}{2\pi}|c|^2(f_S+f_D).$$

Now fill every incoming wave, $f_S=f_D=1$. A full site should hold one electron per spin, but

$$n_0=1-\frac1\pi\int_0^\pi\frac{U_0^2\,dk}{U_0^2+4t^2\sin^2k}=1-\frac{|U_0|}{\sqrt{U_0^2+4t^2}}.$$

The integral follows from $y=\tan k$, which turns it into twice $\int_0^\infty dy\,U_0^2/[U_0^2+(U_0^2+4t^2)y^2]$.

The missing part is a bound state. For $U_0<0$ try $\psi_j=\psi_0e^{-\kappa|j|}$, with $E=2t-2t\cosh\kappa$. Site 0 requires $-2t\cosh\kappa-U_0=-2te^{-\kappa}$, hence $2t\sinh\kappa=|U_0|$. Since $\sum_je^{-2\kappa|j|}=\coth\kappa$, normalization gives

$$|\psi_0|^2=\tanh\kappa=\frac{|U_0|}{\sqrt{U_0^2+4t^2}},$$

which is the deficit. For $U_0>0$ the same weight sits in a state above the band, with alternating signs.

At $U_0=0$ nothing is missing, and for $f_S=f_D$ each lead supplies half of the density. For $|U_0|\gg2t$ the incoming waves supply only about $2t^2/U_0^2$ of the site. No incoming wave carries the bound state, so $f_S$ and $f_D$ alone do not fix its occupation.

## 2. The general statement

Let the channel have a finite Hermitian matrix $H$. The leads $\alpha=S,D$ have Hamiltonians $H_\alpha$ with purely continuous spectra, are coupled to the channel by matrices $\tau_\alpha$ (channel to lead), and are not coupled to each other. Electrons move in a fixed potential, with no scattering by phonons or by one another. Then the steady occupation of channel site $j$, per spin, is

$$n_j=\int\frac{dE}{2\pi}\left[f_SA_S+f_DA_D\right]_{jj}+\sum_bq_b|b_j|^2,\qquad A_\alpha=G\Gamma_\alpha G^\dagger. \tag{1}$$

Here $b_j$ is the amplitude on site $j$ of a normalized bound state of the whole system, and $q_b$ is its occupation. With several non-degenerate bound states, (1) is a time average. If bound states are degenerate, (1) holds only when they are chosen to diagonalize the one-particle density matrix within the degenerate subspace; in any other basis the cross terms of Section 5 are constant in time and must be added. The integral over the two injected parts is therefore the whole density only if there are no occupied bound states.

**Eliminating the leads.** Put $z=E+i\eta$, $\eta>0$. The columns of the full resolvent that start in the channel obey

$$(z-H)G-\sum_\alpha\tau_\alpha^\dagger R_\alpha=1,\qquad (z-H_\alpha)R_\alpha=\tau_\alpha G,$$

where $G$ is the channel block and $R_\alpha$ the lead block. With $g_\alpha=(z-H_\alpha)^{-1}$, the second equation gives $R_\alpha=g_\alpha\tau_\alpha G$, and the first becomes

$$G=\left[z-H-\Sigma_S-\Sigma_D\right]^{-1},\qquad \Sigma_\alpha=\tau_\alpha^\dagger g_\alpha\tau_\alpha,\qquad \Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger).$$

**Chain lead.** For site energy $\epsilon$, removing the end site of a half-infinite chain leaves the same chain, so $g=1/(z-\epsilon-t^2g)$ at the end site. With $\Sigma=t^2g$,

$$\Sigma^2-(z-\epsilon)\Sigma+t^2=0.$$

For $E=\epsilon-2t\cos k$ the solution is $\Sigma=-te^{ik}$: the three terms are $t^2e^{2ik}$, $-t^2(e^{2ik}+1)$ and $t^2$. The retarded choice has $\mathrm{Im}\,\Sigma<0$, so $0<k<\pi$ and $\Gamma=2t\sin k=v$. Below the band $\Sigma=-te^{-\kappa}$ is real and $\Gamma=0$.

## 3. Splitting the spectral function

From the definition of $G$,

$$(G^\dagger)^{-1}-G^{-1}=-2i\eta+\sum_\alpha(\Sigma_\alpha-\Sigma_\alpha^\dagger)=-i\left(2\eta+\Gamma_S+\Gamma_D\right).$$

Multiply by $G$ on the left and $G^\dagger$ on the right. The left side becomes $G-G^\dagger$, so

$$i(G-G^\dagger)=G\Gamma_SG^\dagger+G\Gamma_DG^\dagger+2\eta\,GG^\dagger. \tag{2}$$

Where $G$ stays finite as $\eta\to0$, the last term disappears and the spectral function is $A_S+A_D$. At a bound energy $G$ diverges as $1/\eta$, and the limit must be taken with care.

**Why each part has its own Fermi function.** Let $\phi_k$ be an eigenstate of the isolated lead $\alpha$ with energy $\varepsilon_k$. After coupling, the stationary state has channel part $\psi_k$, and each lead $\beta$ gains an outgoing part $g_\beta\tau_\beta\psi_k$. The channel equation is

$$(\varepsilon_k-H)\psi_k=\tau_\alpha^\dagger\phi_k+(\Sigma_S+\Sigma_D)\psi_k\quad\Rightarrow\quad\psi_k=G(\varepsilon_k)\tau_\alpha^\dagger\phi_k.$$

Summing over the lead states at energy $E$, and using $2\pi\sum_k\phi_k\phi_k^\dagger\delta(E-\varepsilon_k)=i(g_\alpha-g_\alpha^\dagger)$,

$$2\pi\sum_k\psi_k\psi_k^\dagger\,\delta(E-\varepsilon_k)=G\tau_\alpha^\dagger\,i(g_\alpha-g_\alpha^\dagger)\tau_\alpha G^\dagger=G\Gamma_\alpha G^\dagger=A_\alpha. \tag{3}$$

States from lead $\alpha$ carry occupation $f_\alpha(\varepsilon_k)$, and the two leads are uncorrelated. Weighting (3) by $f_\alpha$ and dividing by $2\pi$ gives the integral in (1).

For a chain lead of $N$ sites, $\phi_k=\sqrt{2/N}\sin kn$ has incident intensity $1/(2N)$, and the allowed $k$ are spaced by about $\pi/N$. The sum is then $\int_0^\pi dk/(2\pi)$ over waves of unit incident amplitude, so $[A_\alpha]_{jj}=|\psi_j|^2/v_\alpha$. This agrees with Section 1.

If $E$ lies in the drain band but below the source band, $\Gamma_S=0$ and the drain alone injects. Its wave enters, decays into the source and is reflected. Such a state belongs to the continuum and is filled with $f_D$; it needs no extra rule.

## 4. The bound part

A bound state outside both bands has lead parts $g_\alpha\tau_\alpha b$, where $b$ is its channel part, and satisfies $[H+\Sigma_S(E_b)+\Sigma_D(E_b)]b=E_bb$. Write $b=\sqrt Z\,u$ with $u^\dagger u=1$. Since $dg_\alpha/dE=-g_\alpha^2$, the norm is

$$1=b^\dagger b+\sum_\alpha b^\dagger\tau_\alpha^\dagger g_\alpha^2\tau_\alpha b=Z\Big[1-\sum_\alpha u^\dagger\Sigma_\alpha'u\Big].$$

Thus $Z$ is the probability of finding the electron in the channel, and $w_\alpha=-Zu^\dagger\Sigma_\alpha'u$ that of finding it in lead $\alpha$. They satisfy $Z+w_S+w_D=1$.

The spectral expansion of the full resolvent contains $bb^\dagger/(E+i\eta-E_b)$. Its contribution to $i(G-G^\dagger)$ is

$$bb^\dagger\,\frac{2\eta}{(E-E_b)^2+\eta^2}\ \longrightarrow\ 2\pi\,bb^\dagger\,\delta(E-E_b).$$

The complete spectral function is therefore

$$i(G-G^\dagger)=A_S+A_D+2\pi\sum_bbb^\dagger\delta(E-E_b), \tag{4}$$

with $A_S,A_D$ meaning the continuum parts. The eigenstates of the full system are complete, so integrating (4) gives

$$\int\frac{dE}{2\pi}(A_S+A_D)+\sum_bbb^\dagger=1. \tag{5}$$

**Bound states inside a band.** Isolation in energy is not essential. Attach two equal side sites to one chain site with equal hopping. Their odd combination has amplitudes $(1,-1)/\sqrt2$; the two hoppings cancel at the chain site, so it never reaches the leads, even at an energy inside the band. A numerical test on such a structure confirmed that (5) fails by this one state if it is left out.

**Near neighbour: the resonance.** Suppose instead that a level lies inside a band and leaks weakly. Near it $G\approx Zuu^\dagger/(E-E_r+i\gamma/2)$, with $\gamma_\alpha=Zu^\dagger\Gamma_\alpha u$ and $\gamma=\gamma_S+\gamma_D$. Here $Z=[1-\sum_\alpha u^\dagger\,\mathrm{Re}\,\Sigma_\alpha'(E_r)\,u]^{-1}$ is the weight of the resonance in $G$; inside a band it can slightly exceed one, so it is no longer a probability. If $f_\alpha$ varies little over $\gamma$, integration gives

$$\int\frac{dE}{2\pi}\,\mathrm{tr}(f_SA_S+f_DA_D)\approx Z\,\frac{\gamma_Sf_S+\gamma_Df_D}{\gamma_S+\gamma_D},$$

because $\int dE\,[(E-E_r)^2+\gamma^2/4]^{-1}=2\pi/\gamma$. If $Z>1$, this can give a filling slightly above one. That is an artefact of the approximation, since by (5) the state $u$ holds at most one electron per spin. The leads fix the filling, after a time of order $1/\gamma$. For a true bound state both rates vanish, the ratio is $0/0$, and the time is infinite.

## 5. What coherent evolution does to $q_b$

Start with separate leads filled with $f_S,f_D$ and some channel state; call the whole one-particle density matrix $\rho_0$. Connect them at time zero. For a lead state $\phi_k$, the resolvent block from lead to channel is $G\tau_\alpha^\dagger g_\alpha$, so its channel amplitude at time $T>0$ is

$$\frac{i}{2\pi}\int dE\,e^{-iET}\,\frac{G(E)\tau_\alpha^\dagger\phi_k}{E-\varepsilon_k+i0}.$$

The pole at $\varepsilon_k$ contributes $e^{-i\varepsilon_kT}G(\varepsilon_k)\tau_\alpha^\dagger\phi_k=e^{-i\varepsilon_kT}\psi_k$, the scattering state. Each bound pole of $G$ contributes

$$e^{-iE_bT}\,b\,\frac{b^\dagger\tau_\alpha^\dagger\phi_k}{E_b-\varepsilon_k}=e^{-iE_bT}\,b\,\langle b|\phi_k\rangle,$$

because the lead part of the bound state is $g_\alpha(E_b)\tau_\alpha b$. The remainder has no real pole and dephases at long times. Cross terms between $\psi_k$ and $b$ oscillate as $e^{-i(\varepsilon_k-E_b)T}$ and also average away in the sum over $k$, provided the weights are smooth and $E_b$ is not at a band edge. Electrons initially in the channel leave behind only their bound component. What survives is (1), with

$$q_b=\langle b|\rho_0|b\rangle. \tag{6}$$

This number is conserved, since $|b\rangle$ is an eigenstate of the Hamiltonian that drives the evolution. The steady density thus remembers the preparation. Two bound states add the terms $b_jb_j'^*\langle b|\rho_0|b'\rangle e^{-i(E_b-E_{b'})T}$ and their conjugates, which do not decay in this model.

## 6. Ways to prescribe the occupation

**Equilibrium.** With one temperature and one chemical potential for the whole system, every eigenstate has $q_b=f(E_b)$.

**Relaxation.** If a weak inelastic process fills the state at rate $R_{\rm in}(1-q_b)$ and empties it at rate $R_{\rm out}q_b$, the steady value is $q_b=R_{\rm in}/(R_{\rm in}+R_{\rm out})$. Out of equilibrium the two rates must come from a model of that process.

**Artificial broadening.** Suppose small widths $\eta_S,\eta_D,\eta_C$ are placed in the leads and the channel. Outside the bands $\Gamma_\alpha\approx i(2i\eta_\alpha\Sigma_\alpha')=-2\eta_\alpha\Sigma_\alpha'$. Projecting $G^{-1}$ on $u$ gives

$$u^\dagger G^{-1}u\approx\frac{E-E_b+i\bar\eta}{Z},\qquad\bar\eta=w_S\eta_S+w_D\eta_D+Z\eta_C.$$

The source part of the channel density is then

$$\int\frac{dE}{2\pi}\,\mathrm{tr}\,G\Gamma_SG^\dagger\approx\int\frac{dE}{2\pi}\,\frac{2Zw_S\eta_S}{(E-E_b)^2+\bar\eta^2}=Z\,\frac{w_S\eta_S}{\bar\eta},$$

and likewise for the others. If the channel width is assigned a filling $f_C$,

$$q_b=\frac{w_S\eta_Sf_S+w_D\eta_Df_D+Z\eta_Cf_C}{w_S\eta_S+w_D\eta_D+Z\eta_C}.$$

Only ratios enter. Making all widths smaller does not remove the choice; it hides it. If $\eta_C$ is kept in $G$ but its injection is omitted, the choice amounts to $f_C=0$.

## 7. A channel with one bound state

In Rydberg units $\hbar^2/2m=1$. For mass ratio $m_r=0.25$ and spacing $a=8$ bohr, the second difference of the kinetic energy gives

$$t=\frac1{m_ra^2}=\frac1{0.25\times64}=0.0625\ \text{Ry}.$$

The channel has 11 sites. The potential falls linearly, with the drain band 0.02 Ry below the source band, and sites 5 to 7 are lowered by a further 0.05 Ry. The chemical potentials are $\mu_S=0.01$ and $\mu_D=-0.01$ Ry, at 300 K. These are model parameters, and the potential is prescribed.

At site 6 and $E=0.020$ Ry the two injected parts add to the total spectral function: $5.038+4.688=9.726$ Ry$^{-1}$. At $E=-0.010$ Ry, below the source band, the source part is zero and the drain supplies all of the $4.384$ Ry$^{-1}$. Wave functions computed by recurrence gave the same injected parts, to rounding error.

One bound state lies at $E_b=-0.04064$ Ry $=-0.553$ eV, below both bands. Its weights are $Z=0.99892$, $w_S=0.00015$ and $w_D=0.00094$. Selected occupations per spin are:

| Site | Source | Drain | $\lvert b_j\rvert^2$ |
|---|---|---|---|
| 1 | 0.0413 | 0.0016 | 0.0006 |
| 5 | 0.0258 | 0.0180 | 0.2242 |
| 6 | 0.0062 | 0.0051 | 0.3411 |
| 7 | 0.0240 | 0.0032 | 0.2637 |
| 11 | 0.0198 | 0.1033 | 0.0020 |

At site 6 the filled continuum would hold 0.6589, and $0.6589+0.3411=1$, as (5) requires. The actual injected occupation there is $0.0062+0.0051=0.0113$. A filled bound state raises it to 0.352, about thirty times as much.

For the whole channel and both spins, source and drain inject $0.529+0.551=1.079$ electrons (from unrounded values). Filling the bound state adds $2Z=1.998$, for a total of 3.077. In a self-consistent device calculation this difference would enter Poisson's equation and change the potential itself; here the potential is held fixed.

Both lead Fermi functions, extrapolated to $E_b$, are within $10^{-7}$ of one. It is tempting to conclude that the state must be full. Coherent evolution says otherwise:

- From an empty channel, $q_b=0.00016$, which comes from the occupied lead states overlapping the bound tails. The predicted sum per spin is 0.5399; explicit evolution, averaged over a late time window, gives 0.5403.
- From a full channel, $q_b=0.9991$. The predicted sum is 1.5377, and evolution gives 1.5383.

The largest difference at any site is about $10^{-4}$ electron per spin. The leads are identical in the two runs, so the difference of one electron per spin is memory of the preparation. An inelastic process coupled to these leads could well fill the state, but that process is absent from the coherent model.

The artificial widths show the same freedom. With equal widths in source, drain and channel, 99.9% of the bound filling is assigned to the channel's own width. With equal widths in the leads alone, the source and drain shares are 13% and 87%; tripling the source width changes them to 32% and 68%. Since $f_S$ and $f_D$ are both nearly one at $E_b$, the last two choices happen to give the same occupation here. They would differ if $f_S$ and $f_D$ had different values at $E_b$.

With an extra well depth of 0.11 Ry there are two bound states, at $-0.09438$ and $-0.03064$ Ry. Starting with one electron per spin on site 5, the late density there swings by 0.34 with period $2\pi/0.06374=98.6\ \hbar/$Ry. No stationary density exists for that preparation, and a single $q_b$ per state describes its time average only.

The remaining values, including the completeness and equilibrium comparisons, are in the numerical output below.

## Table of computed values

```
mass ratio 0.25, spacing 8.0 bohr, hopping 0.0625 Ry
channel sites 11, length M*a 88 bohr = 4.66 nm
temperature 300 K, kT 0.001900 Ry
potential drop 0.02 Ry, extra well depth 0.05 Ry, sites 5-7
band S: 0 to 0.250 Ry; band D: -0.020 to 0.230 Ry
chemical potentials: mu_S 0.010 Ry, mu_D -0.010 Ry
spectral function at site 6 (1/Ry): E in Ry, total, S part, D part
  -0.010    4.3839   -0.0000    4.3839
   0.020    9.7255    5.0380    4.6875
bound energy -0.040638 Ry = -0.5529 eV
bound weight: S 0.000145, D 0.000937, channel 0.998918
1-f_S(E_b) 2.67e-12, 1-f_D(E_b) 9.94e-08
site, potential (Ry), S part, D part, |b_j|^2, continuum sum rule
   1  -0.00167  0.04129  0.00156  0.00055  0.99945
   2  -0.00333  0.03250  0.00290  0.00260  0.99740
   3  -0.00500  0.02552  0.00542  0.01187  0.98813
   4  -0.00667  0.02331  0.01000  0.05244  0.94756
   5  -0.05833  0.02582  0.01800  0.22424  0.77576
   6  -0.06000  0.00618  0.00510  0.34105  0.65895
   7  -0.06167  0.02398  0.00316  0.26373  0.73627
   8  -0.01333  0.02331  0.01583  0.07306  0.92694
   9  -0.01500  0.02207  0.03942  0.02107  0.97893
  10  -0.01667  0.02061  0.07070  0.00633  0.99367
  11  -0.01833  0.01976  0.10329  0.00198  0.99802
channel electrons, both spins: S 0.52872, D 0.55075
  bound state empty 1.07946, filled 3.07730
initial channel filling, q_b, evolved sum, predicted sum, max site error
  0 0.000163 0.54025 0.53990 6.3e-05
  1 0.999081 1.53834 1.53773 1.1e-04
time window 4000 to 7200 hbar/Ry, lead sites 500
bound filling shares S, D, channel for artificial width ratios:
  1:1:1 0.0001 0.0009 0.9989
  1:1:0 0.1341 0.8658 0.0000
  3:1:0 0.3172 0.6827 0.0000
two-bound-state case (well depth 0.11 Ry): -0.09438, -0.03064 Ry
  beat period 98.57 hbar/Ry, swing at site 5 0.3400, error 3.3e-05
relative error, injected spectra against waves 9.3e-16
completeness error 8.7e-15, in-band case 5.4e-15
equilibrium density error 9.7e-16 (common mu 0.0 Ry)
```
